# The radius of a wetting meniscus in half-saturated vapour

## Problem

A liquid precursor has surface tension $\gamma=0.025$ N/m and molar volume $V=200$ cm³/mol at $T=350$ K. Its saturation pressure over a flat surface at this temperature is $p_0=30$ Torr. Some of the liquid sits in a narrow cylindrical pore whose wall it wets completely, so that the contact angle is zero and the meniscus is a hemisphere, hollow towards the vapour. The vapour outside is half saturated: its pressure is $p=p_0/2=15$ Torr. At what meniscus radius $r$ do liquid and vapour coexist?

Take the vapour as ideal, the liquid as incompressible, and $\gamma$ as independent of curvature. Neglect any separate film on the wall, so that $r$ is also the radius of the bore.

## A tempting solution

A curved surface supports a pressure difference $2\gamma/r$. Over a flat surface the equilibrium pressure is $p_0$, and over the meniscus it is $p$. The curvature must account for the difference, so

$$
\frac{2\gamma}{r}=p_0-p .
$$

With $p_0-p=15$ Torr, or about $2.0\times10^{3}$ Pa, this gives

$$
r=\frac{2\times0.025\ \text{N/m}}{2.0\times10^{3}\ \text{Pa}}\approx2.5\times10^{-5}\ \text{m},
$$

a radius of 25 micrometres.

## Where it fails

The pressure difference $2\gamma/r$ is taken across one meniscus, between the vapour on one side and the liquid on the other. The pressures $p_0$ and $p$ are both vapour pressures, and they belong to two different situations. Their difference is not the jump across any surface.

The argument also leaves out a condition. Coexistence needs mechanical balance, which fixes the pressure jump, and it needs equal chemical potentials, so that no net evaporation or condensation occurs. The second condition can be tried on the proposed answer.

At fixed temperature the chemical potential per mole changes with pressure $P$ as

$$
d\mu=(\text{molar volume})\,dP .
$$

For an ideal vapour the molar volume is $RT/P$. Halving the pressure therefore lowers the chemical potential of the vapour by

$$
\int_{p_0/2}^{p_0}\frac{RT}{P}\,dP=RT\ln2=2017\ \text{J/mol}.
$$

Behind a meniscus of 25 micrometres, the liquid pressure would be $p-2\gamma/r$, which is 15 Torr minus 15 Torr, or about zero. Compared with liquid under a flat surface at $p_0$, the liquid pressure has dropped by 30 Torr. The chemical potential of the liquid has dropped by $V$ times this, about 0.8 J/mol. The liquid would lie some 2000 J/mol above the vapour and would evaporate.

The liquid has a small molar volume, so its chemical potential responds weakly to pressure. To follow the vapour down by 2017 J/mol it needs a very large pressure drop, and hence a very small radius.

## The pressure jump across the meniscus

Let $p_l$ be the pressure in the liquid. Consider a spherical cap of vapour bulging into the liquid, with rim radius $a$, height $h$ and radius of curvature $R_c$. (The symbol $R$ alone is the gas constant.) Pythagoras' theorem gives $R_c^2=a^2+(R_c-h)^2$, so

$$
2R_ch=a^2+h^2 .
$$

The area of the cap is $A=2\pi R_ch=\pi(a^2+h^2)$. At depth $s$ below the top of the cap, the squared radius of the cross-section is $2R_cs-s^2$. The volume is therefore

$$
V_c=\int_0^h\pi(2R_cs-s^2)\,ds
=\pi R_ch^2-\frac{\pi h^3}{3}
=\frac{\pi h}{6}(3a^2+h^2),
$$

where the last form uses $2R_ch=a^2+h^2$.

In equilibrium, the work of any small permitted displacement must balance. Let the cap be a part of the meniscus that stops short of the wall, so that it is free to move either way. Choose a displacement that changes $h$ but leaves the rim of this part in place, so that no wall is wetted or dried. The pressures do work $(p-p_l)\,dV_c$, and this must supply the surface energy $\gamma\,dA$. At fixed $a$,

$$
dA=2\pi h\,dh,\qquad
dV_c=\frac{\pi}{2}(a^2+h^2)\,dh ,
$$

and hence

$$
p-p_l=\gamma\frac{dA}{dV_c}
=\frac{4\gamma h}{a^2+h^2}
=\frac{2\gamma}{R_c}.
$$

Every such part of the hemispherical meniscus has $R_c=r$, so

$$
p_l=p-\frac{2\gamma}{r}. \tag{1}
$$

The minus sign belongs to a surface that is hollow towards the vapour. The liquid behind it has the lower pressure.

## Equal chemical potentials

Start both phases from the flat surface, where each is at pressure $p_0$ and they share one chemical potential $\mu_0$. Write $x=p/p_0$. Integrating $d\mu$ at constant temperature gives, for the vapour,

$$
\mu_v-\mu_0=\int_{p_0}^{p}\frac{RT}{P}\,dP=RT\ln x ,
$$

and for the incompressible liquid

$$
\mu_l-\mu_0=\int_{p_0}^{p_l}V\,dP=V(p_l-p_0).
$$

Set the two equal and insert (1) with $p=xp_0$:

$$
RT\ln x=V\left(xp_0-\frac{2\gamma}{r}-p_0\right).
$$

Changing the sign of both sides gives

$$
RT\ln\frac1x=\frac{2\gamma V}{r}+Vp_0(1-x), \tag{2}
$$

which is solved by

$$
r=\frac{2\gamma V}{RT\ln(1/x)-Vp_0(1-x)} .
$$

The term $Vp_0(1-x)$ is 0.400 J/mol here, against 2017 J/mol for $RT\ln2$. Dropping it changes the radius by about 0.02 per cent and leaves the Kelvin equation,

$$
r=\frac{2\gamma V}{RT\ln(1/x)}. \tag{3}
$$

The saturation pressure now enters through the ratio $x$ alone. The value of 30 Torr, on which the tempting solution rested, matters in the right solution merely through the small term just dropped.

## The number

With $R=8.3145$ J/(mol K), $RT=2910.1$ J/mol. The numerator of (3) is

$$
2\gamma V=2(0.025\ \text{N/m})(2.00\times10^{-4}\ \text{m}^3/\text{mol})
=1.000\times10^{-5}\ \text{J m/mol}.
$$

For $x=1/2$,

$$
r=\frac{1.000\times10^{-5}\ \text{J m/mol}}{(2910.1\times0.6931)\ \text{J/mol}}
=4.96\times10^{-9}\ \text{m}=4.96\ \text{nm}.
$$

The meniscus coexists with half-saturated vapour at a radius of about 5 nm. In the other direction, a radius of 5 nm put into (3) gives $x=0.503$.

Equation (3) also shows how the radius depends on saturation when the temperature and the liquid are held fixed. It is 2.85 nm at $x=0.3$, 15.4 nm at $x=0.8$ and 32.6 nm at $x=0.9$. Close to saturation $\ln(1/x)\approx1-x$, so $r\approx2\gamma V/[RT(1-x)]$, which grows without limit as the surface becomes flat. In very dry vapour the formula gives radii of molecular size, where a surface with a definite tension and curvature loses its meaning.

## A drop of the same radius

The direction of the curvature matters. In a spherical drop the liquid has the higher pressure, $p_l=p+2\gamma/r$. The same equality of chemical potentials then reads

$$
RT\ln x=Vp_0(x-1)+\frac{2\gamma V}{r}.
$$

Without the small first term on the right, the radius that gave $\ln x=-\ln2$ for the meniscus gives $\ln x=+\ln2$ for the drop, so $x=2$. Solving the full equation numerically, with the unrounded radius from (3), gives $x\approx2.001$. A drop of this size needs doubly saturated vapour, whereas the hollow meniscus coexists with half-saturated vapour. At fixed vapour pressure the balance of the free drop is unstable: a slightly smaller drop evaporates and a slightly larger one grows.

## The same radius from the energy of filling

The result can be reached without the pressure law (1), and this route also shows which pores hold liquid. Let a bore of radius $a$ and length $H$ contain a liquid column of length $L$, in contact with a reservoir that fixes $T$ and $\mu$. The quantity that tends to a minimum is the grand potential $\Omega$. Each bulk phase contributes minus its pressure times its volume, and each surface contributes its tension times its area. Let $\sigma_{sl}$ and $\sigma_{sv}$ be the tensions of the wall against liquid and against vapour. Then

$$
\Omega=-p_l\pi a^2L-p\,\pi a^2(H-L)
+2\pi a\left[\sigma_{sl}L+\sigma_{sv}(H-L)\right]+\text{const}.
$$

The constant contains the menisci, whose shape does not change as the column grows. Young's relation for contact angle $\theta$ is $\sigma_{sv}-\sigma_{sl}=\gamma\cos\theta$. On a completely wetted wall the difference can exceed $\gamma$, because the wall attracts the liquid. Using the relation at $\theta=0$ is part of neglecting the film and that attraction. With it,

$$
\frac{d\Omega}{dL}=\pi a^2(p-p_l)-2\pi a\gamma\cos\theta. \tag{4}
$$

The liquid pressure now follows from the chemical potential alone. From $V(p_l-p_0)=RT\ln x$,

$$
p-p_l=\frac{RT}{V}\ln\frac1x-p_0(1-x).
$$

Setting (4) to zero gives $a=2\gamma\cos\theta/(p-p_l)$. For $\theta=0$ this is the radius already found from (2).

The first term of (4) is the cost of holding liquid where vapour is the cheaper bulk phase. It grows as $a^2$. The second is the gain from wetting the wall, and it grows as $a$. With $r$ taken from (2), in a bore of radius $0.9r$ the slope is $-70$ pN, so an existing column lowers $\Omega$ by growing. In a bore of radius $1.1r$ it is $+86$ pN, and the column shrinks. At $a=r$ the slope vanishes for every length of column, so in a uniform bore the meniscus can stand anywhere along it. These statements concern a column that is already present; how one first forms in an empty pore is a separate question.

## Liquid under tension

Equation (1) gives the liquid pressure

$$
p_l=p-\frac{2\gamma}{r}\approx-10\ \text{MPa}.
$$

The negative sign means that the liquid is stretched. It could lower its energy by opening a bubble, provided the bubble became large enough. For a bubble of radius $b$ in bulk liquid, filled with vapour at pressure $p$, the energy cost is

$$
W(b)=4\pi b^2\gamma-\frac{4\pi}{3}b^3(p-p_l).
$$

The condition $dW/db=8\pi b\gamma-4\pi b^2(p-p_l)=0$ gives $b=2\gamma/(p-p_l)=r$. The critical bubble has the radius of the meniscus. Inserting $p-p_l=2\gamma/r$,

$$
W(r)=4\pi r^2\gamma-\frac{8\pi}{3}r^2\gamma=\frac{4\pi}{3}\gamma r^2 ,
$$

which is about 530 $kT$, with $k$ Boltzmann's constant. Thermal fluctuations will not supply this in clean bulk liquid. Inside the pore the figure is a guide to size and no more, because a bubble of radius $r$ would touch the wall all round.

## How far to trust 5 nm

The given values are round numbers chosen for illustration, not measured data for a particular compound. The pore could belong to a porous film or filter on a heated vapour line. The sizes below use round assumed magnitudes, changed one at a time.

- **Vapour not ideal.** A second virial coefficient $B=-5000$ cm³/mol adds $B(p-p_0)$ to the chemical potential of the vapour. The radius rises by 0.025 nm.
- **Liquid compressible.** With a compressibility of 1 per GPa, the stretched liquid has a slightly larger molar volume. The radius again rises by 0.025 nm.
- **Tension dependent on curvature.** Replace $\gamma$ by $\gamma(1\pm2\delta/r)$ with $\delta=0.1$ nm. The radius shifts by about 0.2 nm, up or down with the sign.
- **Incomplete wetting.** At a contact angle of 20 degrees, equation (4) puts the bore radius at 4.66 nm.
- **A film on the wall.** A molecule has a size of about $(V/N_A)^{1/3}=0.69$ nm, where $N_A$ is Avogadro's constant. If a film one molecule thick lines the bore and does no more than take up room, a meniscus of 4.96 nm sits in a pore of radius 5.65 nm. The wall attraction that holds such a film also favours filling, and can raise the pore radius by some further tenths of a nanometre.
- **A warmer wall.** Let the pore be 1 K warmer while the vapour pressure stays at 15 Torr. With a vaporization enthalpy $\Delta H=50$ kJ/mol, the Clausius–Clapeyron relation $d\ln p_0/dT=\Delta H/(RT^2)$ raises $p_0$ and lowers $x$ to 0.476. With $\gamma$ and $V$ held fixed, the radius falls to 4.62 nm, about 7 per cent less.

At the magnitudes assumed here the film is the largest of these effects, and it changes the pore size rather than the meniscus radius. The ranking depends on those magnitudes: a wall 3 K warmer, or a contact angle of 35 degrees, would each lower the radius by about 0.9 nm, more than the film thickness. The radius is also just seven molecular sizes, so a continuum description is being used near its lower end. In a real line, some precursors react with moisture or with surface hydroxyl groups, and the assumption of a pure liquid on an inert wall then fails by an amount not estimated here.

For a well-wetted, inert pore of uniform bore and temperature, the calculation says that liquid can persist in half-saturated vapour up to a meniscus radius of roughly 5 nm. With a wall film and its attraction counted, the radius of the bore itself may be about 1 nm larger. A wider cavity can also stay filled if it opens only through necks narrower than this limit, as long as the barrier to opening a bubble stays high. That barrier falls as $r^2$, to about 50 $kT$ at $x=0.1$, so in much drier vapour the stretched liquid can cavitate whatever the neck. The second and third digits of 4.96 nm belong to the model and should not be read as the accuracy of a real pore size.
